# Why selected determinants need not give spin eigenstates: stretched H4: a numerical check

```python
# Result under test: a list of determinants with free coefficients is closed
# under S^2 only if every spatial configuration in it is complete. Adding the
# globally spin-flipped partners alone leaves quintet contamination when four
# shells are open; spin functions with tied coefficients are pure without a
# complete list.
# Symbols: H = Hamiltonian, S2 = total spin squared, F = global spin flip,
# x, y, z = coefficients of the arrangements uudd, udud, uddu of the
# configuration with four open shells. Energies in hartree, lengths in bohr.
# Determinants are ordered orbital by orbital, up before down.
import itertools
import numpy as np
import scipy.sparse as sp
from pyscf import gto, scf, ao2mo, fci

NORB, NMODE = 4, 8


def annihilator(k):
    """Fermion annihilation matrix for mode k in the full Fock space."""
    op = sp.identity(1, format="csr")
    for m in range(NMODE):
        if m < k:
            factor = np.diag([1.0, -1.0])
        elif m == k:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        op = sp.kron(op, sp.csr_matrix(factor), format="csr")
    return op


a = [annihilator(k) for k in range(NMODE)]
bits = np.array(list(itertools.product([0, 1], repeat=NMODE)))
sector = np.where((bits[:, 0::2].sum(1) == 2) & (bits[:, 1::2].sum(1) == 2))[0]
dets = bits[sector]
ndet = len(dets)
up, down = dets[:, 0::2], dets[:, 1::2]
occupation = up + down
nopen = (occupation == 1).sum(1)


def restrict(op):
    return op.tocsr()[sector][:, sector].toarray()


# S^2 from its definition; S_z = 0 in this sector
s_plus = sum(a[2 * p].T @ a[2 * p + 1] for p in range(NORB))
S2 = restrict(s_plus.T @ s_plus)
E_op = [[restrict(a[2 * p].T @ a[2 * q] + a[2 * p + 1].T @ a[2 * q + 1])
         for q in range(NORB)] for p in range(NORB)]

# S^2 from the rule for open shells and spin exchanges
rule = np.diag(nopen / 2.0)
for i in range(ndet):
    for j in range(ndet):
        if np.array_equal(occupation[i], occupation[j]):
            if np.abs(up[i] - up[j]).sum() == 2:
                rule[i, j] = 1.0
assert np.allclose(S2, rule, atol=1e-12)

# Spin projectors for S = 0, 1, 2 and the global flip
one = np.eye(ndet)
P0 = (S2 - 2 * one) @ (S2 - 6 * one) / 12
P1 = -S2 @ (S2 - 6 * one) / 8
P2 = S2 @ (S2 - 2 * one) / 24
index = {tuple(d): i for i, d in enumerate(dets)}
partner = np.array([index[tuple(np.column_stack((down[i], up[i])).ravel())]
                    for i in range(ndet)])
F = np.zeros((ndet, ndet))
for i in range(ndet):
    F[partner[i], i] = (-1) ** int((occupation[i] == 2).sum())
assert np.allclose(F, P0 - P1 + P2, atol=1e-12)


def hamiltonian(spacing):
    """Hamiltonian matrix, RHF energy and independent full-CI energy."""
    atoms = [["H", (0.0, 0.0, spacing * i)] for i in range(4)]
    mol = gto.M(atom=atoms, unit="Bohr", basis="sto-3g", symmetry=True,
                verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-13
    mf.conv_tol_grad = 1e-8
    mf.kernel()
    assert mf.converged
    C = np.array(mf.mo_coeff)
    h = C.T @ mf.get_hcore() @ C
    g = ao2mo.restore(1, ao2mo.kernel(mol, C), NORB)
    H = mol.energy_nuc() * np.eye(ndet)
    for p, q in itertools.product(range(NORB), repeat=2):
        H += h[p, q] * E_op[p][q]
        for r, s in itertools.product(range(NORB), repeat=2):
            term = E_op[p][q] @ E_op[r][s]
            if q == r:
                term = term - E_op[p][s]
            H += 0.5 * g[p, q, r, s] * term
    e_fci = fci.direct_spin1.kernel(h, g, NORB, 4)[0] + mol.energy_nuc()
    return H, mf.e_tot, e_fci


def ground(H, basis):
    """Lowest energy and vector in the span of orthonormal columns."""
    e, v = np.linalg.eigh(basis.T @ H @ basis)
    return e[0], basis @ v[:, 0]


def mean(op, c):
    return float(c @ op @ c)


def completed(space):
    wanted = {tuple(occupation[i]) for i in space}
    return [i for i in range(ndet) if tuple(occupation[i]) in wanted]


reference = index[(1, 1, 1, 1, 0, 0, 0, 0)]


def grow(H):
    """Add the determinants of largest second-order energy; ties together."""
    space, added, stages = [reference], [reference], []
    while True:
        e, c = ground(H, one[:, space])
        stages.append((list(space), list(added), e, c))
        outside = [i for i in range(ndet) if i not in space]
        if not outside:
            return stages
        score = np.array([(H[i] @ c) ** 2 / abs(H[i, i] - e)
                          for i in outside])
        if score.max() < 1e-13:
            return stages
        added = [i for i, s in zip(outside, score)
                 if s > score.max() * (1 - 1e-5)]
        space = space + added


# Every subset of the six arrangements with four open shells
four = [i for i in range(ndet) if nopen[i] == 4]
closed_subsets = 0
for mask in itertools.product([False, True], repeat=len(four)):
    inside = [i for i, m in zip(four, mask) if m]
    outside = [i for i in range(ndet) if i not in inside]
    if np.abs(S2[np.ix_(outside, inside)]).sum() < 1e-12:
        closed_subsets += 1
        assert len(inside) in (0, len(four))
assert closed_subsets == 2


def arrangement(pattern):
    return index[tuple(b for s in pattern
                       for b in ((1, 0) if s == "u" else (0, 1)))]


ix, iy, iz = [arrangement(p) for p in ("uudd", "udud", "uddu")]

R = 3.0
H, e_rhf, e_fci = hamiltonian(R)
assert np.allclose(H @ S2, S2 @ H, atol=1e-9)
assert abs(H[reference, reference] - e_rhf) < 1e-8
e_full, c_full = ground(H, one)
assert abs(e_full - e_fci) < 1e-8
assert mean(S2, c_full) < 1e-9

print(f"H4 chain, STO-3G, spacing = {R:.1f} bohr")
print(f"determinants with M_s = 0: {ndet}; with four open shells: {len(four)}")
print(f"S2-closed subsets of these {len(four)}: {closed_subsets} of "
      f"{2 ** len(four)} (empty and full)")
print(f"RHF energy = {e_rhf:.6f} hartree")
print(f"full-CI energy = {e_fci:.6f} hartree")

stages = grow(H)
print("growth: number, added configuration, E/hartree, x, y, z, <S2>")
max_triplet = 0.0
incomplete = []
for space, added, e, c in stages:
    s2 = mean(S2, c)
    assert all(partner[i] in space for i in space)
    max_triplet = max(max_triplet, abs(mean(P1, c)))
    assert abs(s2 - 4 * (c[ix] + c[iy] + c[iz]) ** 2) < 1e-8
    if len(completed(space)) == len(space):
        assert s2 < 1e-8
    else:
        assert s2 > 1e-6
        incomplete.append((s2, space, e, c))
    label = "".join(str(n) for n in occupation[added[0]])
    print(f"{len(space):3d} {label} {e:.6f} {c[ix]:8.5f} {c[iy]:8.5f} "
          f"{c[iz]:8.5f} {abs(s2):.6f}")
assert incomplete and max_triplet < 1e-8
assert abs(stages[-1][2] - e_fci) < 1e-8
print(f"largest triplet weight in growth below 1e-8: {max_triplet < 1e-8}")

# Complete the most contaminated stage
s2_bad, space_bad, e_bad, c_bad = max(incomplete, key=lambda t: t[0])
space_good = completed(space_bad)
e_good, c_good = ground(H, one[:, space_good])
assert mean(S2, c_good) < 1e-8 and e_good <= e_bad + 1e-10
print(f"worst stage: {len(space_bad)} determinants, <S2> = {s2_bad:.6f}, "
      f"quintet weight = {mean(P2, c_bad):.6f}")
print(f"  its energy = {e_bad:.6f} hartree")
print(f"completed: {len(space_good)} determinants, "
      f"<S2> = {abs(mean(S2, c_good)):.6f}")
print(f"  its energy = {e_good:.6f} hartree, "
      f"change = {e_good - e_bad:.6f} hartree")

# Split the first open-shell flip pair, as a fixed-count cut can do
first = next(s for s in stages if nopen[s[1][0]] > 0)
kept = first[1][0]
split = [i for i in first[0] if i == kept or nopen[i] == 0]
e_split, c_split = ground(H, one[:, split])
w_triplet = mean(P1, c_split)
assert w_triplet > 1e-6
assert abs(w_triplet - c_split[kept] ** 2 / 2) < 1e-10
assert abs(mean(S2, c_split) - nopen[kept] / 2 * c_split[kept] ** 2) < 1e-10
print(f"split pair: {len(split)} determinants, open shells = {nopen[kept]}, "
      f"|c| = {abs(c_split[kept]):.5f}")
print(f"  triplet weight = {w_triplet:.6f}, quintet weight = "
      f"{mean(P2, c_split):.6f}, <S2> = {mean(S2, c_split):.6f}")

# Delete determinants from the full-CI singlet without reoptimization
for i in range(ndet):
    cut = c_full.copy()
    cut[i] = 0.0
    cut /= np.linalg.norm(cut)
    predicted = nopen[i] / 2 * c_full[i] ** 2 / (1 - c_full[i] ** 2)
    assert abs(mean(S2, cut) - predicted) < 1e-8
smallest = min((ix, iy, iz), key=lambda i: abs(c_full[i]))
cut = c_full.copy()
cut[[smallest, partner[smallest]]] = 0.0
cut /= np.linalg.norm(cut)
amp2 = c_full[smallest] ** 2
s2_cut = mean(S2, cut)
assert abs(s2_cut - 4 * amp2 / (1 - 2 * amp2)) < 1e-8
print(f"full CI: smallest of |x|,|y|,|z| = {abs(c_full[smallest]):.5f}; "
      f"pair deleted: <S2> = {s2_cut:.6f}")

# Four of six arrangements: coefficients tied as two singlet pairs, or free
tied = np.zeros(ndet)
for first_pair, sign1 in (("ud", 1), ("du", -1)):
    for second_pair, sign2 in (("ud", 1), ("du", -1)):
        tied[arrangement(first_pair + second_pair)] = sign1 * sign2 / 2
shells = [i for i in range(ndet) if nopen[i] == 0]
used = [i for i in range(ndet) if tied[i] != 0]
e_tied, c_tied = ground(H, np.column_stack((one[:, shells], tied)))
e_free, c_free = ground(H, one[:, shells + used])
assert abs(c_tied @ tied) > 1e-3
assert mean(S2, c_tied) < 1e-10 and mean(S2, c_free) > 1e-6
assert e_free <= e_tied + 1e-10
print(f"closed shells: {len(shells)}; open arrangements used: {len(used)}")
print(f"tied: E = {e_tied:.6f} hartree, <S2> = {abs(mean(S2, c_tied)):.6f}")
print(f"free: E = {e_free:.6f} hartree, <S2> = {mean(S2, c_free):.6f}")

# Largest contamination in the same growth for a shorter chain
R_short = 1.8
H_short, _, e_fci_short = hamiltonian(R_short)
stages_short = grow(H_short)
assert abs(stages_short[-1][2] - e_fci_short) < 1e-8
peak_short = max(mean(S2, s[3]) for s in stages_short)
assert s2_bad > peak_short
print(f"largest <S2> in growth: {peak_short:.6f} at {R_short:.1f} bohr, "
      f"{s2_bad:.6f} at {R:.1f} bohr")
print("all good")
```

Output:

```
H4 chain, STO-3G, spacing = 3.0 bohr
determinants with M_s = 0: 36; with four open shells: 6
S2-closed subsets of these 6: 2 of 64 (empty and full)
RHF energy = -1.779173 hartree
full-CI energy = -1.970870 hartree
growth: number, added configuration, E/hartree, x, y, z, <S2>
  1 2200 -1.779173  0.00000  0.00000  0.00000 0.000000
  2 2020 -1.828088  0.00000  0.00000  0.00000 0.000000
  4 1111 -1.908053  0.00000  0.00000 -0.23103 0.213503
  5 0202 -1.938195  0.00000  0.00000 -0.25241 0.254850
  6 0022 -1.952235  0.00000  0.00000 -0.26684 0.284813
  7 0220 -1.954091  0.00000  0.00000 -0.26594 0.282903
  9 1111 -1.960506  0.00000  0.07530 -0.23383 0.100524
 10 2002 -1.966318  0.00000  0.09959 -0.22018 0.058173
 12 1111 -1.969404 -0.06311 -0.12789  0.19100 0.000000
 14 1012 -1.970087  0.06154  0.13051 -0.19204 0.000000
 16 0121 -1.970821 -0.05945 -0.13363  0.19309 0.000000
 18 1210 -1.970859  0.05826  0.13493 -0.19319 0.000000
 20 2101 -1.970870 -0.05748 -0.13579  0.19327 0.000000
largest triplet weight in growth below 1e-8: True
worst stage: 6 determinants, <S2> = 0.284813, quintet weight = 0.047469
  its energy = -1.952235 hartree
completed: 10 determinants, <S2> = 0.000000
  its energy = -1.962629 hartree, change = -0.010395 hartree
split pair: 3 determinants, open shells = 4, |c| = 0.24403
  triplet weight = 0.029774, quintet weight = 0.009925, <S2> = 0.119097
full CI: smallest of |x|,|y|,|z| = 0.05748; pair deleted: <S2> = 0.013302
closed shells: 6; open arrangements used: 4
tied: E = -1.960910 hartree, <S2> = 0.000000
free: E = -1.966318 hartree, <S2> = 0.058173
largest <S2> in growth: 0.027162 at 1.8 bohr, 0.284813 at 3.0 bohr
all good
```
